# Locating the Surface Phonon Resonance of Silicon Carbide

## Problem

A silicon carbide crystal has a flat surface facing vacuum. Treat it as isotropic and non-magnetic, with one infrared-active lattice vibration. Its high-frequency permittivity is $\varepsilon_\infty=6.7$, and its transverse and longitudinal frequencies are $\omega_T=793$ and $\omega_L=969\ \mathrm{cm^{-1}}$.

(a) At what frequency does the surface respond resonantly to a field that varies along it with a wavevector $k$ much larger than $\omega/c$?

(b) Two such surfaces face each other across a 50 nm gap near 300 K. Does the spectrum of the heat flowing between them peak at the same frequency?

Frequencies are given as wavenumbers. Fields vary as $e^{-i\omega t}$, so that $\mathrm{Im}\,\varepsilon>0$ means loss. For the damping rate $\gamma$ of the vibration take $5\ \mathrm{cm^{-1}}$, a rough typical value.

## A tempting solution

A body emits heat where it absorbs. The mean power absorbed per unit volume is

$$p=\tfrac12\,\omega\varepsilon_0\,\mathrm{Im}\,\varepsilon\,|\mathbf E|^2 .$$

The lattice vibration makes $\mathrm{Im}\,\varepsilon$ largest practically at $\omega_T$. The resonance should therefore lie at $793\ \mathrm{cm^{-1}}$.

## Where it fails

The formula for $p$ is correct, but $\mathbf E$ is the field *inside* the crystal. What is given from outside is the incident field, and the ratio of the two depends strongly on frequency. To see how, we need the permittivity and the matching at the surface.

**Permittivity.** Let $Q$ be the lattice displacement, driven by the field:

$$\ddot Q+\gamma\dot Q+\omega_T^2Q=aE,\qquad P=\varepsilon_0(\varepsilon_\infty-1)E+bQ .$$

Inserting $e^{-i\omega t}$ gives $Q=aE/(\omega_T^2-\omega^2-i\gamma\omega)$. With $\varepsilon=1+P/(\varepsilon_0E)$ and $S=ab/\varepsilon_0$,

$$\varepsilon=\varepsilon_\infty+\frac{S}{D},\qquad D=\omega_T^2-\omega^2-i\gamma\omega .$$

A longitudinal wave has $\mathbf E$ parallel to its wavevector. Since $\nabla\cdot\mathbf D=0$, its displacement field must vanish although $\mathbf E$ does not, so $\varepsilon=0$. Without damping this happens at $\omega_L$, which fixes

$$S=\varepsilon_\infty(\omega_L^2-\omega_T^2).$$

**Matching.** Because $k\gg\omega/c$, retardation can be dropped and the field follows from a potential obeying Laplace's equation. Let the crystal fill $z<0$. Sources higher up send in a potential that decays towards the surface:

$$\phi=\phi_0e^{ikx}\begin{cases}e^{kz}+Re^{-kz}, & z>0\\ t\,e^{kz}, & z<0.\end{cases}$$

Continuity of $\phi$ gives $1+R=t$. Continuity of $\varepsilon\,\partial\phi/\partial z$ gives $1-R=\varepsilon t$. Adding and subtracting,

$$t=\frac{2}{1+\varepsilon},\qquad R=-r,\qquad r\equiv\frac{\varepsilon-1}{\varepsilon+1}.$$

Both field components have magnitude $k|\phi|$, so $|\mathbf E|^2=2k^2|t|^2|\phi_0|^2e^{2kz}$ inside. Integrating $e^{2kz}$ over the crystal gives $1/(2k)$. The absorbed power per unit area is

$$W=\tfrac12\omega\varepsilon_0k\,\mathrm{Im}\,\varepsilon\,|t|^2|\phi_0|^2
=\omega\varepsilon_0k|\phi_0|^2\,\frac{2\,\mathrm{Im}\,\varepsilon}{|1+\varepsilon|^2}.$$

Since $r=1-2/(1+\varepsilon)$, the last fraction is $\mathrm{Im}\,r$, and

$$W=\omega\varepsilon_0k|\phi_0|^2\,\mathrm{Im}\,r .$$

The quantity to examine is thus $\mathrm{Im}\,r$, not $\mathrm{Im}\,\varepsilon$. At $\omega_T$ we have $D=-i\gamma\omega_T$, hence

$$\mathrm{Im}\,\varepsilon=\frac{S}{\gamma\omega_T}=\frac{6.7\,(938961-628849)}{5\times793}\approx524,$$

$$\mathrm{Im}\,r\approx\frac{2\times524}{7.7^2+524^2}\approx0.004 .$$

The large permittivity screens the field out of the crystal so well that hardly any power is absorbed. The tempting answer picks a frequency at which this surface is a poor absorber of such electrostatic near fields.

## The right solution to (a)

The denominator $|1+\varepsilon|^2$ is small near $\varepsilon=-1$. The same condition follows for a wave that needs no source. The potential $e^{ikx-k|z|}$ is continuous at the surface. Its slope is $+k$ just below and $-k$ just above, so continuity of $\varepsilon\,\partial\phi/\partial z$ requires $\varepsilon k=-k$. The resonance is a free oscillation of surface charge.

Without damping, the permittivity over a common denominator is

$$\varepsilon=\frac{\varepsilon_\infty(\omega_T^2-\omega^2)+\varepsilon_\infty(\omega_L^2-\omega_T^2)}{\omega_T^2-\omega^2}
=\varepsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.$$

Setting this to $-1$ and multiplying out,

$$\varepsilon_\infty\omega_L^2-\varepsilon_\infty\omega^2=-\omega_T^2+\omega^2
\quad\Rightarrow\quad
\boxed{\ \omega_s^2=\frac{\varepsilon_\infty\omega_L^2+\omega_T^2}{\varepsilon_\infty+1}\ }$$

The numbers are

$$\omega_s^2=\frac{6.7\times938961+628849}{7.7}=898687\ \mathrm{cm^{-2}},\qquad
\omega_s\approx948\ \mathrm{cm^{-1}},$$

or 28.42 THz. A numerical search for the root of $\varepsilon=-1$ gives the same 947.99 $\mathrm{cm^{-1}}$ as the formula.

**Reading the formula.** $\omega_s^2$ is a weighted mean of $\omega_L^2$ and $\omega_T^2$, so $\omega_s$ lies between the two frequencies. As $\varepsilon_\infty\to\infty$ it tends to $\omega_L$; for $\varepsilon_\infty=1$ the two squares count equally. If a thick layer of constant, positive permittivity $\varepsilon_m$ replaces the vacuum, the matching condition becomes $\varepsilon=-\varepsilon_m$, and the same algebra gives

$$\omega^2=\frac{\varepsilon_\infty\omega_L^2+\varepsilon_m\omega_T^2}{\varepsilon_\infty+\varepsilon_m}.$$

A larger $\varepsilon_m$ gives more weight to $\omega_T$ and lowers the resonance.

To see how errors in the constants matter, differentiate the boxed result:

$$\frac{\partial\omega_s}{\partial\omega_L}=\frac{\varepsilon_\infty\omega_L}{(\varepsilon_\infty+1)\omega_s}=0.889,\qquad
\frac{\partial\omega_s}{\partial\omega_T}=\frac{\omega_T}{(\varepsilon_\infty+1)\omega_s}=0.109,$$

$$\frac{\partial\omega_s}{\partial\varepsilon_\infty}=\frac{\omega_L^2-\omega_T^2}{2\omega_s(\varepsilon_\infty+1)^2}=2.76\ \mathrm{cm^{-1}}.$$

The resonance mainly follows the longitudinal frequency. An error of $0.5\ \mathrm{cm^{-1}}$ in $\omega_L$ moves it by about $0.4\ \mathrm{cm^{-1}}$, so the inputs do not support decimals in the answer.

**Damping.** Write $D_s=\omega_s^2-\omega^2-i\gamma\omega$. The boxed result is equivalent to $\omega_s^2=\omega_T^2+S/(\varepsilon_\infty+1)$, so $D_s=D+S/(\varepsilon_\infty+1)$ and

$$\varepsilon+1=(\varepsilon_\infty+1)+\frac SD=(\varepsilon_\infty+1)\frac{D_s}{D}.$$

Inserting this in $r=1-2/(\varepsilon+1)$ and replacing $D$ by $D_s-S/(\varepsilon_\infty+1)$,

$$r=1-\frac{2}{\varepsilon_\infty+1}+\frac{2S}{(\varepsilon_\infty+1)^2D_s}=r_\infty+\frac{A}{D_s},$$

$$r_\infty=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+1}=0.740,\qquad
A=\frac{2\varepsilon_\infty(\omega_L^2-\omega_T^2)}{(\varepsilon_\infty+1)^2}=70088\ \mathrm{cm^{-2}}.$$

At $\omega_s$, $\mathrm{Im}\,r=A/(\gamma\omega_s)=70088/(5\times948)\approx14.8$, thousands of times its value at $\omega_T$.

The maximum of $\mathrm{Im}\,r$ is not precisely at $\omega_s$. With $x=\omega^2$ and $s=\omega_s^2$,

$$\mathrm{Im}\,r=\frac{A\gamma\sqrt x}{(s-x)^2+\gamma^2x}.$$

Setting the derivative of its logarithm to zero gives

$$\frac1{2x}=\frac{-2(s-x)+\gamma^2}{(s-x)^2+\gamma^2x}
\quad\Rightarrow\quad 3x^2+(\gamma^2-2s)x-s^2=0 .$$

Put $x=s+\delta$ and keep first order in the small quantities $\delta$ and $\gamma^2$. Then $4s\delta+\gamma^2s=0$, so $\delta=-\gamma^2/4$. The frequency shift is $\delta/(2\omega_s)=-\gamma^2/(8\omega_s)=-0.0033\ \mathrm{cm^{-1}}$, which is negligible. Weak damping sets the height and width of the resonance but barely moves it.

## The right solution to (b)

**Flow at one wavevector.** Heat leaves body 1 ($z<0$) because its dipoles fluctuate. We take from the fluctuation-dissipation theorem that their strength per unit volume is $C\varepsilon_0\,\mathrm{Im}\,\varepsilon$ for each direction, uncorrelated between points, with $C\propto\Theta/\omega$. Here $\Theta(\omega,T)$ is the mean thermal energy of an oscillator.

A dipole layer of amplitude $p$ at depth $z'$ sends towards the surface a potential of magnitude $|p|e^{kz'}/(2\varepsilon_0|\varepsilon|)$ at $z=0$. Summing the squares over the two directions in the plane of $x$ and $z$, and over depth, gives the mean square incident potential

$$2\cdot\frac{C\varepsilon_0\,\mathrm{Im}\,\varepsilon}{4\varepsilon_0^2|\varepsilon|^2}\cdot\frac1{2k}
=\frac{C\,\mathrm{Im}\,\varepsilon}{4\varepsilon_0k|\varepsilon|^2}.$$

For unit incident potential, matching at the first surface alone transmits $t'=2\varepsilon/(1+\varepsilon)$ into vacuum. In the gap, let $u$ and $v$ be the amplitudes at $z=0$ of the parts varying as $e^{-kz}$ and $e^{kz}$. Reflection at the two surfaces gives

$$u=t'-rv,\qquad v=-r\,u\,e^{-2kd}
\quad\Rightarrow\quad u=\frac{t'}{1-r^2e^{-2kd}} .$$

The potential entering body 2 is $f=t\,u\,e^{-kd}$, and the power absorbed there is $\tfrac12\omega\varepsilon_0k\,\mathrm{Im}\,\varepsilon\,|f|^2$ times the mean square incident potential. The product is

$$\frac{\omega C}{8}\,\frac{(\mathrm{Im}\,\varepsilon)^2|f|^2}{|\varepsilon|^2}=\frac{\omega C}{8}\,\mathcal T,\qquad
\mathcal T=\frac{4(\mathrm{Im}\,r)^2e^{-2kd}}{|1-r^2e^{-2kd}|^2},$$

where $|tt'|^2=16|\varepsilon|^2/|1+\varepsilon|^4$ and $\mathrm{Im}\,r=2\,\mathrm{Im}\,\varepsilon/|1+\varepsilon|^2$ were used. The flow is proportional to $\Theta\mathcal T$. The reverse flow has the same $\mathcal T$, so the net flow contains the difference of the two $\Theta$.

**Two modes instead of one.** Without damping, the denominator of $\mathcal T$ vanishes at $r=\pm e^{kd}$. With $r=r_\infty+A/(\omega_s^2-\omega^2)$ this means

$$\omega^2=\omega_s^2-\frac{A}{\pm e^{kd}-r_\infty}.$$

At $kd=1$ the modes lie at 929.1 and 958.6 $\mathrm{cm^{-1}}$. Neither is at 948. For $kd\gg1$ the surfaces decouple and both modes approach $\omega_s$. The answer to (b) therefore depends on the sum over wavevectors.

**The sum.** Wavevectors in the plane carry the weight $k\,dk$. Let $y=e^{-2kd}$. Since

$$\mathrm{Im}\frac{r^2y}{1-r^2y}=\frac{y\,\mathrm{Im}\,r^2}{|1-r^2y|^2},$$

$\mathcal T$ equals $4(\mathrm{Im}\,r)^2/\mathrm{Im}\,r^2$ times the left side. For $|r|<1$, expand the fraction in powers of $r^2y$ and use $\int_0^\infty k\,e^{-2nkd}dk=1/(4n^2d^2)$. This produces the dilogarithm $\mathrm{Li}_2(w)=\sum_{n\ge1} w^n/n^2$:

$$\int_0^\infty k\,\mathcal T\,dk=\frac{G(\omega)}{d^2},\qquad
G=\frac{(\mathrm{Im}\,r)^2\,\mathrm{Im}\,\mathrm{Li}_2(r^2)}{\mathrm{Im}\,r^2}.$$

Analytic continuation extends the result to $|r|>1$, as long as $r^2$ stays off the real axis above 1; where $r^2$ is real and negative, the limit is meant. In this unretarded model the gap width changes the size of the spectrum, but neither its shape nor the position of its peak.

Near resonance $|r|$ is large. Write $r=M(\sin\alpha+i\cos\alpha)$, so that $-r^2=M^2e^{-2i\alpha}$. For large $|w|$, $\mathrm{Li}_2(w)\approx-\tfrac12\ln^2(-w)-\pi^2/6$, whose imaginary part here is $4\alpha\ln M$. With $\mathrm{Im}\,r^2=2M^2\sin\alpha\cos\alpha$,

$$G\approx2\ln M\,\frac{\alpha}{\tan\alpha}.$$

The second factor is largest at $\alpha=0$, where $\mathrm{Re}\,r=0$, and $M$ is largest where $|D_s|$ is small. Both conditions hold close to $\omega_s$. Numerical integration over $k$ puts the maximum at 948.02 $\mathrm{cm^{-1}}$. The answer to (b) is yes, although the modes at a given $k$ are split.

The full width at half height is 7.7 $\mathrm{cm^{-1}}$, more than the width $\gamma=5\ \mathrm{cm^{-1}}$ of $\mathrm{Im}\,r$. The approximate $G$ explains this. Neglecting $r_\infty$, $M=M_0\cos\alpha$ with $M_0\approx14.8$, and $|\tan\alpha|=2|\omega-\omega_s|/\gamma$. At $\alpha=1$, $G$ relative to its peak is

$$\left(1+\frac{\ln\cos1}{\ln14.8}\right)\frac1{\tan1}\approx0.77\times0.64\approx0.5,$$

so the full width is about $\gamma\tan1\approx7.8\ \mathrm{cm^{-1}}$. The angle of half height depends on $M_0$, so the ratio of width to $\gamma$ is not universal: it is about 1.7 for $\gamma=2$ and 1.4 for $\gamma=10\ \mathrm{cm^{-1}}$.

For a small temperature difference at 300 K the spectrum is also weighted by $\partial\Theta/\partial T$. This smooth factor leaves the maximum at 948.01 $\mathrm{cm^{-1}}$.

## How far the model can be trusted

**Retardation.** With finite $c$, the decay constants are $q=\sqrt{k^2-k_0^2}$ in vacuum and $q_1=\sqrt{k^2-\varepsilon k_0^2}$ in the crystal, with $k_0=\omega/c$. The surface-mode condition for p polarisation is $\varepsilon q=-q_1$. Squaring and dividing by $\varepsilon-1$ gives $k^2(\varepsilon+1)=k_0^2\varepsilon$. For $k\gg k_0$ this means $\varepsilon+1\approx-k_0^2/k^2$. Dividing by the slope $d\varepsilon/d\omega=2\omega_s(\varepsilon_\infty+1)/(\omega_s^2-\omega_T^2)$ at $\omega_s$,

$$\Delta\omega\approx-\frac{\omega_s^2-\omega_T^2}{2\omega_s(\varepsilon_\infty+1)}\,\frac{k_0^2}{k^2}.$$

At $k=1/(50\ \mathrm{nm})$, $k/k_0=33.6$ and the shift is $-0.016\ \mathrm{cm^{-1}}$. The evanescent p-polarised heat spectrum with retardation still peaks at 948.02 $\mathrm{cm^{-1}}$. The electrostatic model also leaves out s-polarised waves. At this gap their evanescent part has a weak maximum of its own near $790\ \mathrm{cm^{-1}}$, close to $\omega_T$. It reaches under 2 % of the height of the main peak and carries about 7 % of the heat, so the highest peak stays at $948\ \mathrm{cm^{-1}}$. The approximation fails when $k$ comes down to the order of $k_0$. At the other end, $k$ must stay far below the inverse lattice spacing; a phonon band of the form $\omega\propto\cos(ka/2)$ with $a\approx0.44$ nm would lower the frequency by about $\omega_s(ka)^2/8$, or $0.009\ \mathrm{cm^{-1}}$ at $k=1/(50\ \mathrm{nm})$. At the peak most of the heat flows near $kd\approx3$, where the same estimate gives about $0.08\ \mathrm{cm^{-1}}$, still negligible for the position of the peak. The width is more sensitive. A falling longitudinal band passes through $\omega_s$ at a finite wavevector, so the surface mode can leak into bulk phonons, and this loss grows linearly with $k$. In a continuum model that sets the normal lattice polarisation to zero at the surface, it widens the heat spectrum from 7.7 to roughly 9–11 $\mathrm{cm^{-1}}$, depending on the curvature of the band, while moving the peak by less than $0.1\ \mathrm{cm^{-1}}$. The width 7.7 belongs to the local model.

**Real silicon carbide.** The material itself matters more. The following estimates use rough typical inputs and change one thing at a time.

- Heating by 100 K, with both bulk frequencies falling by $0.02\ \mathrm{cm^{-1}}$ per kelvin, shifts $\omega_s$ by $-2.0\ \mathrm{cm^{-1}}$.
- Hexagonal crystals are uniaxial. With the axis normal to the surface, Laplace's equation gives the inner decay constant $k\sqrt{\varepsilon_\perp/\varepsilon_\parallel}$, and matching gives $\varepsilon_\perp\varepsilon_\parallel=1$ with both negative. If the axial $\omega_T$ and $\omega_L$ are lower by 8 and 5 $\mathrm{cm^{-1}}$, the shift is $-2.8\ \mathrm{cm^{-1}}$. This keeps $\varepsilon_\infty$ the same in both directions; the offsets differ between polytypes, and larger ones give a larger shift.
- Doping adds $-\varepsilon_\infty\omega_p^2/\omega^2$ to $\varepsilon$, if carrier damping is neglected. For $10^{18}\ \mathrm{cm^{-3}}$ carriers of 0.4 electron masses, the screened plasma frequency $\omega_p$ is $183\ \mathrm{cm^{-1}}$ and the shift is $+4.7\ \mathrm{cm^{-1}}$. Carrier damping, which is substantial in real doped crystals, reduces the shift and broadens the resonance; how much depends on the damping rate.

Taken singly, each of these shifts is between a quarter and two thirds of the width of the heat spectrum. In a warm, doped wafer the shifts from heating and doping have opposite signs and partly cancel. A near-field emitter or receiver designed around this resonance needs the constants of its own crystal, at its own doping and temperature. The value $948\ \mathrm{cm^{-1}}$ belongs to the three constants given and to a flat, bare surface. The numerical output below lists the values used.

## Computed values

```
High-frequency permittivity: 6.7
Transverse frequency: 793 cm^-1
Longitudinal frequency: 969 cm^-1
Static permittivity: 10.00
wT squared: 628849 cm^-2
wL squared: 938961 cm^-2
Surface frequency squared: 898687 cm^-2
Surface resonance, formula: 947.99 cm^-1
Surface resonance, root of eps=-1: 947.99 cm^-1
Surface resonance, converted: 28.42 THz
Slope with wL: 0.889
Slope with wT: 0.109
Slope with e_inf: 2.76 cm^-1 per unit
Damping (rough): 5.0 cm^-1
r_inf: 0.740
Pole strength A: 70088 cm^-2
Re r at resonance: 0.740
Im r at resonance: 14.79
Shift of Im r maximum: -0.0033 cm^-1
Gap: 50 nm
Temperature: 300 K
Gap modes shown at k*gap: 1.0
Lower gap mode: 929.1 cm^-1
Upper gap mode: 958.6 cm^-1
Heat spectrum maximum, static: 948.02 cm^-1
Heat spectrum full half-height width: 7.7 cm^-1
Maximum with thermal weight: 948.01 cm^-1
Maximum with retardation: 948.02 cm^-1
k/(w/c) at k=1/gap: 33.6
Retardation shift of surface mode: -0.0164 cm^-1
Softening rate (rough): -0.02 cm^-1/K
Heating: 100 K
Softening shift: -2.0 cm^-1
Axial offset of wT (rough): -8 cm^-1
Axial offset of wL (rough): -5 cm^-1
Anisotropy shift: -2.8 cm^-1
Carrier density (rough): 1e+18 cm^-3
Carrier mass (rough): 0.4 electron masses
Screened plasma frequency: 183 cm^-1
Free-carrier shift: 4.7 cm^-1
Lattice length (rough): 0.44 nm
Phonon dispersion, order of size: 0.009 cm^-1
```
